# Laser Heating of Silicon: True Temperature from the Kirchhoff Transform

**Q.** A laser spot heats silicon by hundreds of kelvin, and the conductivity falls steeply on the way. What use is a temperature calculated with constant conductivity?

**A.** It can be an intermediate quantity from which the true temperature follows. Take a homogeneous silicon body in steady state, with conductivity

$$k(T)=\frac{A}{T-T_0},\qquad T>T_0 .$$

Here $A$ and $T_0$ are fit parameters; $T_0$ is not a temperature at which real silicon conducts infinitely well. The heat current is $-k\nabla T$. If $g$ is the absorbed power per volume, energy balance requires

$$\nabla\cdot(k\nabla T)+g=0 .$$

Let $\mathbf n$ point out of the body, and let $q$ be the power per area absorbed at the lit face. The outward heat current there is $-k\,\partial T/\partial n=-q$, so

$$k\frac{\partial T}{\partial n}=q .$$

For pure surface absorption $g=0$. Other free surfaces are insulated, and the sink is held at one temperature $T_s>T_0$. Both $g$ and $q$ are prescribed: they do not depend on the temperature they produce.

**Q.** The equation is still nonlinear, because $k$ sits inside the divergence.

**A.** The product $k\nabla T$ is itself a gradient. Write $k_s=k(T_s)$ and define

$$\Theta=\frac1{k_s}\int_{T_s}^{T}k(T')\,dT' .$$

Then $d\Theta/dT=k(T)/k_s$, and the chain rule gives

$$k_s\nabla\Theta=k(T)\nabla T .$$

Substitution turns the energy balance into $k_s\nabla^2\Theta+g=0$. The lit-face condition becomes $k_s\,\partial\Theta/\partial n=q$, insulated faces stay insulated, and $\Theta=0$ at the sink because the integral has zero length there. These are the equations for the temperature rise in the same body, under the same heating, with constant conductivity $k_s$.

**Q.** Having the same equations does not yet make it the same function.

**A.** Suppose two functions satisfied them, and let $D$ be their difference. Then $\nabla^2D=0$, with $\partial D/\partial n=0$ on the free faces and $D=0$ at the sink. For a finite body, multiply by $D$ and integrate by parts:

$$0=\int D\nabla^2D\,dV=\oint D\frac{\partial D}{\partial n}\,dS-\int|\nabla D|^2dV .$$

The surface term vanishes, since one factor is zero on every part of the boundary. Hence $\nabla D=0$, and the sink fixes $D=0$. In a half-space whose sink is at infinity, reflect $D$ evenly through the insulated face. The result is harmonic in all space and tends to zero far away, so the maximum principle makes it zero. Thus $\Theta$ is the constant-conductivity rise.

**Q.** And the exponential?

**A.** It comes from the particular conductivity law:

$$\Theta=\frac{A}{k_s}\int_{T_s}^{T}\frac{dT'}{T'-T_0}
=(T_s-T_0)\ln\frac{T-T_0}{T_s-T_0},$$

where $A/k_s=T_s-T_0$ was used. Divide by $T_s-T_0$, exponentiate, and solve for $T$:

$$\boxed{T=T_0+(T_s-T_0)\exp\!\left(\frac{\Theta}{T_s-T_0}\right)} .$$

For a small rise, expansion gives

$$T=T_s+\Theta+\frac{\Theta^2}{2(T_s-T_0)}+\cdots .$$

The first correction is positive: heated silicon conducts less well, so the same heat current needs a larger temperature gradient. The local magnification is

$$\frac{dT}{d\Theta}=\frac{k_s}{k(T)}=\frac{T-T_0}{T_s-T_0}.$$

**Q.** May I use a linear solution calculated with some other conductivity, say the room-temperature value?

**A.** Yes, if the exponent is changed to match. With the heating fixed, a linear rise is inversely proportional to its constant conductivity. A rise $\Theta'$ calculated with $k'$ therefore obeys $k'\Theta'=k_s\Theta$. Since $k_s(T_s-T_0)=A$,

$$\frac{\Theta}{T_s-T_0}=\frac{k_s\Theta}{A}=\frac{k'\Theta'}{A}.$$

Putting $\Theta'$ into the boxed formula without this conversion would misstate the heat current.

**Q.** Give me a real beam shape, then. What is $\Theta$ at the centre of a Gaussian spot?

**A.** Let the beam deliver absorbed power $P$ to the surface of a half-space, with

$$q(r)=\frac{P}{\pi w^2}e^{-r^2/w^2}.$$

The intensity falls to $1/e$ of its central value at $r=w$. First consider a point source of power $p$ on the insulated surface. At distance $R$ its heat crosses a hemisphere of area $2\pi R^2$, so

$$-k_s\frac{d\Theta}{dR}\,2\pi R^2=p
\quad\Longrightarrow\quad
\Theta=\frac{p}{2\pi k_sR}.$$

A surface ring has power $q(r)\,2\pi r\,dr$ and lies at distance $r$ from the centre. Summing the rings gives

$$\Theta_0=\int_0^\infty\frac{q(r)\,2\pi r\,dr}{2\pi k_sr}
=\frac1{k_s}\int_0^\infty q(r)\,dr
=\frac{P}{\pi w^2k_s}\,\frac{\sqrt\pi\,w}{2}
=\frac{P}{2\sqrt\pi\,k_sw}.$$

**Q.** What numbers does that give?

**A.** Take rough values for continuous-wave visible-laser annealing on a heated stage: $A=300$ W/cm, $T_0=100$ K, $T_s=600$ K, $w=20$ µm and $P=2.00$ W absorbed. Then

$$k_s=\frac{300}{600-100}=0.600\ \mathrm{W/(cm\,K)},$$

$$\Theta_0=\frac{2.00}{2\sqrt\pi\,(0.600)(20\times10^{-4})}\ \mathrm K=470\ \mathrm K .$$

Constant conductivity would put the peak at 1070 K. The transform gives

$$T_{\rm peak}=100+500\,e^{0.9403}=100+500(2.5608)=1380\ \mathrm K,$$

or about 1107 °C. The true rise in this model is 780 K. The conductivity at the peak is 0.234 W/(cm K), lower than at the stage temperature by the same factor of 2.56.

**Q.** Does the whole hot spot simply scale up by one factor?

**A.** No, and the full field shows why. The function $J_0(\lambda r)e^{-\lambda z}$ satisfies Laplace's equation, with $z$ measured into the silicon. Write

$$\Theta(r,z)=\int_0^\infty C(\lambda)J_0(\lambda r)e^{-\lambda z}\,d\lambda .$$

The surface flux is $-k_s\partial_z\Theta|_{z=0}=k_s\int\lambda CJ_0\,d\lambda$. The Hankel representation of the beam is $q=\int\lambda\hat q J_0\,d\lambda$, where

$$\hat q(\lambda)=\int_0^\infty q(r)J_0(\lambda r)r\,dr .$$

Hence $C=\hat q/k_s$. Insert $J_0(\lambda r)=\sum_m(-1)^m(\lambda r/2)^{2m}/(m!)^2$ and use $\int_0^\infty r^{2m+1}e^{-r^2/w^2}dr=m!\,w^{2m+2}/2$:

$$\hat q=\frac{P}{2\pi}\sum_{m=0}^{\infty}\frac{(-\lambda^2w^2/4)^m}{m!}
=\frac{P}{2\pi}e^{-\lambda^2w^2/4}.$$

Therefore

$$\Theta(r,z)=\frac{P}{2\pi k_s}\int_0^\infty J_0(\lambda r)e^{-\lambda z-\lambda^2w^2/4}\,d\lambda .$$

On the axis, set $u=\lambda w/2+z/w$. The exponent is $-u^2+z^2/w^2$ and $d\lambda=2\,du/w$, so

$$\Theta(0,z)=\Theta_0e^{z^2/w^2}\operatorname{erfc}(z/w).$$

On the surface, use $J_0(x)=\pi^{-1}\int_0^\pi\cos(x\cos\phi)\,d\phi$. The integral over $\lambda$ gives $(\sqrt\pi/w)e^{-r^2\cos^2\phi/w^2}$. With $\cos^2\phi=(1+\cos2\phi)/2$, the angular average gives

$$\Theta(r,0)=\Theta_0e^{-r^2/2w^2}I_0(r^2/2w^2),$$

where $I_0$ is a modified Bessel function.

At $r=20$ µm on the surface, $\Theta=303$ K and $T=1017$ K. At 20 µm depth on the axis, $\Theta=201$ K and $T=847$ K. The magnification is larger where it is hotter, so the spot sharpens. Where $\Theta=\Theta_0/2$, the true rise divided by its peak is, with $x=\Theta_0/(T_s-T_0)$,

$$\frac{e^{x/2}-1}{e^x-1}=\frac1{e^{x/2}+1}<\frac12 .$$

The true half-rise point must lie closer to the centre. Numerical root finding on the surface profiles gives a full width at half rise of 43 µm, against 53 µm for constant conductivity.

**Q.** The stage temperature appears both in $k_s$ and in the exponential. What does preheating really do?

**A.** Insert $k_s=A/(T_s-T_0)$ into $\Theta_0$:

$$\frac{\Theta_0}{T_s-T_0}=\frac{P}{2\sqrt\pi\,Aw},$$

$$T_{\rm peak}-T_0=(T_s-T_0)\exp\!\left(\frac{P}{2\sqrt\pi\,Aw}\right).$$

The exponent no longer contains $T_s$. At fixed absorbed power and beam radius, preheating multiplies $T_{\rm peak}-T_0$ by the same factor as $T_s-T_0$. In the example each added kelvin of stage temperature adds 2.56 K at the peak.

Differentiation with respect to $P$, at fixed $T_s$ and $w$, gives

$$\frac{dT_{\rm peak}}{dP}=\frac{T_{\rm peak}-T_0}{2\sqrt\pi\,Aw}.$$

This is 602 K/W at the example's peak; the constant-conductivity slope is 235 K/W. The temperature remains finite at every finite power in this formula, but power control becomes more demanding as the peak rises.

**Q.** Can I use it to choose a melting power?

**A.** For the onset of melting, yes, within the model. Setting $T_{\rm peak}=T_m$ and taking the logarithm gives

$$P_m=2\sqrt\pi\,Aw\ln\frac{T_m-T_0}{T_s-T_0}.$$

With a rough melting temperature of 1690 K and the same beam, the absorbed power is 2.46 W for the 600 K stage and 4.41 W for a 300 K stage. The formula stops there. Liquid silicon has a different conductivity and reflectivity, and a moving melt front absorbs or releases latent heat.

**Q.** You assumed a perfect sink. My wafer merely rests on a stage. Can I put the contact resistance into the linear problem and then exponentiate?

**A.** Not as an exact procedure. With contact conductance $h$, the condition at the back is $k\,\partial T/\partial n=-h(T-T_s)$. In terms of $\Theta$ it reads

$$k_s\frac{\partial\Theta}{\partial n}
=-h(T_s-T_0)\left[e^{\Theta/(T_s-T_0)}-1\right],$$

which is nonlinear. The linear contact condition $-h\Theta$ is its small-rise limit.

A uniformly heated slab shows the error. Let $q=1000$ W/cm², thickness $d=500$ µm, $h=10$ W/(cm² K) and $T_s=600$ K. All the heat crosses the contact, so the back is at $T_b=T_s+q/h=700$ K. Inside the slab $qd=\int_{T_b}^{T_f}k\,dT$, and the front temperature is

$$T_f=T_0+(T_b-T_0)e^{qd/A}=100+600\,e^{50/300}=809\ \mathrm K .$$

The improper route adds the linear rises, $q/h+qd/k_s=100+83.3=183.3$ K, and gives $100+500\,e^{183.3/500}=821$ K. It has magnified the temperature drop across the contact, although the contact is not silicon. Here the cure is to use $T_b$ as the reference temperature. Under a small beam the back temperature varies with position, so one reference no longer suffices.

**Q.** How far could a real wafer be from your 1380 K?

**A.** By tens of kelvin from each of the larger neglected effects below, and by 100 K or more if the conductivity or beam radius is uncertain by 10%, as the last answer shows. The estimates below change one assumption at a time, relative to the surface-centre value of 1380 K, and should not be added as if they were independent corrections.

*Absorption depth.* Suppose the light is absorbed with a rough exponential depth $\ell=1$ µm. A buried point source and its mirror image each contribute $p/(4\pi k_sR)$ at the surface. Their sum equals the field of a surface source seen from the same distance. The central rise is therefore the average

$$\frac1\ell\int_0^\infty e^{-z/\ell}\,\Theta(0,z)\,dz .$$

Quadrature and the exponential formula give a change of −61 K. A depth near 1 µm belongs to green light in silicon near room temperature. Hot silicon absorbs more strongly, and a depth of 0.16 µm would give only −11 K; the real depth varies with the local temperature, which a prescribed $g$ ignores. Even a depth much smaller than $w$ matters, because $\Theta(0,z)$ falls linearly just below the surface.

*Wafer and stage.* For thickness $d=500$ µm and a perfect sink at the back, each mode is proportional to $\sinh[\lambda(d-z)]$. Its ratio of surface temperature to surface flux is $\tanh(\lambda d)$ times the half-space value. Including this factor in the Hankel integral changes the peak by −19 K. For a contact, use the linearized condition. The mode becomes

$$\cosh[\lambda(d-z)]+\frac{h}{k_s\lambda}\sinh[\lambda(d-z)],$$

and the factor is

$$\frac{k_s\lambda+h\tanh(\lambda d)}{k_s\lambda\tanh(\lambda d)+h}.$$

With a rough $h=0.10$ W/(cm² K) and a laterally unbounded wafer, thickness and contact together change the peak by +47 K. For a stationary beam the poor contact more than cancels the benefit of a nearby sink. This rise builds up over a time of order (heat capacity per volume)$\,\times d/h\approx1$ s, so a fast scan removes it: at the 10 cm/s used below, thickness, contact and motion together give about −20 K at constant diffusivity.

*Scanning.* Let the beam move at $v=10$ cm/s, and let $\xi$ be distance ahead of a moving point source. With constant diffusivity $D$, the steady equation in the moving frame is $D\nabla^2\Theta+v\,\partial_\xi\Theta=0$. Writing $\Theta=e^{-v\xi/2D}f$ leaves $\nabla^2f=(v/2D)^2f$, so

$$\Theta=\frac{p}{2\pi k_sR}\,e^{-v(R+\xi)/2D}.$$

Summing over the Gaussian multiplies $\Theta_0$ by

$$\frac2{\sqrt\pi}\int_0^\infty e^{-s^2-bs}I_0(bs)\,ds,\qquad b=\frac{vw}{2D}.$$

The transform does not make this equation linear, since $D$ varies with temperature, so a constant $D$ must be chosen. For slow scanning the motion acts mainly at distances of order $D/v$, far outside the spot, where the silicon is near the stage temperature. A rough heat capacity of 2.2 J/(cm³ K) and the conductivity $k_s$ give $D=0.273$ cm²/s and $D/v\approx270$ µm. The beam-centre temperature then changes by about −24 K; the nonlinear moving-frame equation, with $k(T)$ kept and the heat capacity constant, gives −26 K. Using the conductivity at the peak instead, $D=0.107$ cm²/s, would give −59 K and overstate the effect.

*Radiation.* Take emissivity 0.7 and integrate the net loss $0.7\,\sigma(T^4-T_s^4)$ over the surface out to 500 µm, where $\sigma$ is the Stefan–Boltzmann constant. By the ring sum, the loss lowers $\Theta_0$ by its radial integral divided by $k_s$. The peak changes by about −0.1 K, and the value grows only logarithmically with the cutoff (−0.15 K at 5 cm), so the excess radiation from the hot spot is negligible here. This takes the surroundings to be at $T_s$. A 600 K wafer facing 300 K surroundings loses 0.48 W/cm² over its whole face; across $h=0.10$ W/(cm² K) that cools the wafer by about 5 K and the peak by about 12 K.

**Q.** Which inputs would you measure first?

**A.** If the stage temperature is already known to a few kelvin, the conductivity, the absorbed power and the beam radius, which set the exponent $P/(2\sqrt\pi\,Aw)$. Otherwise measure the stage temperature too, since an error in it is multiplied by 2.56 at the peak. Lowering either $A$ or $w$ by 10% raises the peak by 141 K; raising either by 10% lowers the peak by 105 K. Raising $P$ by 5% adds 62 K. With a rough absorbed fraction of 0.60, the 2.00 W absorbed corresponds to 3.33 W incident, but reflectivity varies with temperature and with surface films.

A real wafer departs from the model through its contact, the beam's motion, changing optical absorption and the imperfect fit $A/(T-T_0)$. On the numbers above, 1380 K is a model temperature for setting up a process, not a calibrated wafer temperature. The margin to melting needs the same caution: the model puts the absorbed power at onset only 23% above the example's power, and that figure depends on the conductivity fit.
